\section*{Diameter of a threshold voxel in two-photon lithography}

\section{Problem}

A pulsed laser beam is focused into a resist that absorbs two photons at a time. In the focal plane the dose falls with the distance $r$ from the axis as
\begin{equation}
D(r)=D_0\,e^{-4r^2/w^2},
\label{eq:dose}
\end{equation}
where $D_0$ is the dose on the axis and $w$ is the radius at which the light intensity has dropped to $1/e^2$ of its peak. The resist hardens wherever the dose reaches a threshold $D_{\mathrm{th}}$ and is washed away elsewhere. The hardened spot is called a voxel.

\begin{enumerate}
\item Show that for $D_0>D_{\mathrm{th}}$ the voxel has the lateral diameter $d=w\sqrt{\ln(D_0/D_{\mathrm{th}})}$.
\item Evaluate it for $D_0=2D_{\mathrm{th}}$ and $w=270$~nm.
\item Find how strongly the diameter responds to a small change of laser power.
\item Compare the voxel with one written by one-photon absorption, first at the same $w$ and then at half the wavelength.
\end{enumerate}

The focus is taken to be round, the exposure static and the threshold sharp. Diffusion in the resist and shrinkage during development are left out at first. The question concerns the focal plane alone; the length of the voxel along the beam would need the axial profile as well.

\section{Where the dose profile comes from}

The factor 4 in the exponent fixes the scale of the answer, so it is worth tracing. Let the intensity be
\begin{equation}
I(r,t)=I_0\,g(t)\,e^{-2r^2/w^2},
\label{eq:intensity}
\end{equation}
where $g(t)$ is the pulse shape with peak value 1. At $r=w$ the exponential equals $e^{-2}$, as the definition of $w$ requires.

In atomic units $\hbar=1$, a photon carries the energy $\omega$, and the photon flux is $I/\omega$. A two-photon transition has a rate per molecule proportional to the square of the flux. With a constant $\sigma_2$ that absorbs all numerical conventions, the dose, counted as excitations per molecule, is
\begin{equation}
D(r)=\sigma_2\int\frac{I(r,t)^2}{\omega^2}\,dt
=\underbrace{\frac{\sigma_2I_0^2}{\omega^2}\int g(t)^2\,dt}_{D_0}\;
\left(e^{-2r^2/w^2}\right)^2 .
\end{equation}
The time integral does not depend on $r$ and goes into $D_0$. Squaring the exponential doubles its exponent, which gives equation~(\ref{eq:dose}). A train of identical pulses multiplies $D_0$ by the number of pulses and leaves the profile unchanged.

This expression assumes that few molecules are used up. If depletion matters, the reacted fraction is $1-e^{-D}$. It still rises steadily with $D$, so a threshold on the reacted fraction is again a threshold on $D$, and the edge condition keeps its form.

\section{First estimate by scaling}

The profile contains a single length, $w$, and the threshold enters only through the dimensionless ratio
\begin{equation}
x=\frac{D_0}{D_{\mathrm{th}}}.
\end{equation}
The diameter must therefore have the form $d=w\,f(x)$. Doubling the focal radius at a fixed dose ratio doubles the voxel, whatever $f$ may be. The function must vanish at $x=1$, where only the point on the axis reaches the threshold.

To estimate $f$, replace the top of the dose profile by a parabola, $e^{-u}\approx1-u$ with $u=4r^2/w^2$. At the edge, $r=R$ and the dose equals the threshold:
\begin{equation}
D_0\left(1-\frac{4R^2}{w^2}\right)\approx D_{\mathrm{th}}
\quad\Rightarrow\quad
\frac{4R^2}{w^2}\approx1-\frac1x .
\end{equation}
Since $d=2R$, the left side is $d^2/w^2$, and the estimate is
\begin{equation}
d_-=w\sqrt{1-\frac1x}.
\label{eq:low}
\end{equation}

One may equally well expand the reciprocal of the profile, $D_0/D=e^{u}\approx1+u$. At the edge this reads $x\approx1+4R^2/w^2$, so that
\begin{equation}
d_+=w\sqrt{x-1}.
\label{eq:high}
\end{equation}

The two estimates enclose the true value. The curve $e^{v}$ is convex and therefore lies on or above its tangent at $v=0$, so $e^{v}\ge1+v$ for every real $v$. With $v=-u$, the true profile lies above the parabola and crosses the threshold farther out, hence $d_-\le d$. With $v=u$, the true edge obeys $x=e^{4R^2/w^2}\ge1+4R^2/w^2$, hence $d\le d_+$.

For $x=2$ and $w=270$~nm,
\begin{align}
d_-&=270~\mathrm{nm}\times\sqrt{1/2}\approx191~\mathrm{nm},\\
d_+&=270~\mathrm{nm}\times\sqrt{1}=270~\mathrm{nm}.
\end{align}
The voxel is thus somewhat smaller than $w$, and its diameter is confined to an interval of about 80~nm before the equation has been solved.

\section{Exact solution of the model}

\subsection{The edge}

The derivative of the dose,
\begin{equation}
\frac{dD}{dr}=-\frac{8r}{w^2}\,D(r),
\end{equation}
is negative for all $r>0$. The dose therefore takes each value between $D_0$ and zero at one radius. If $D_0>D_{\mathrm{th}}$, the hardened region is a disc whose radius $R$ satisfies
\begin{equation}
D_0\,e^{-4R^2/w^2}=D_{\mathrm{th}} .
\end{equation}
Divide by $D_0$ and take the natural logarithm of both sides:
\begin{equation}
-\frac{4R^2}{w^2}=\ln\frac{D_{\mathrm{th}}}{D_0}=-\ln\frac{D_0}{D_{\mathrm{th}}} .
\end{equation}
The minus signs cancel. Multiplying by $w^2/4$ and taking the positive root, because a radius is positive, gives
\begin{equation}
R=\frac w2\sqrt{\ln\frac{D_0}{D_{\mathrm{th}}}},
\qquad
d=2R=w\sqrt{\ln\frac{D_0}{D_{\mathrm{th}}}} .
\label{eq:result}
\end{equation}
This is the required formula. At $D_0=D_{\mathrm{th}}$ the logarithm and the diameter vanish. For $D_0<D_{\mathrm{th}}$ the logarithm is negative and there is no real radius, in keeping with the fact that no point reaches the threshold.

\subsection{The value at twice the threshold}

With $\ln2=0.6931$,
\begin{equation}
d=w\sqrt{0.6931}=0.8326\,w=0.8326\times270~\mathrm{nm}\approx225~\mathrm{nm},
\end{equation}
or about 2250~\AA. The edge lies 112~nm from the axis.

At this ratio the edge is where the dose has fallen to half its peak, so $d$ is the full width at half maximum of the dose profile. The intensity has fallen less: since $D\propto I^2$, it is still $1/\sqrt2\approx0.71$ of its peak at the edge. The full width at half maximum of the intensity is larger, $w\sqrt{2\ln2}\approx318$~nm.

\section{Comparison of estimate and solution}

The table gives all three diameters in nanometres for $w=270$~nm.

\begin{center}
\begin{tabular}{cccc}
$D_0/D_{\mathrm{th}}$ & $d_-$ & $d$ & $d_+$\\
\hline
1.1 & 81 & 83 & 85\\
1.5 & 156 & 172 & 191\\
2.0 & 191 & 225 & 270\\
4.0 & 234 & 318 & 468
\end{tabular}
\end{center}

At $x=2$ the lower estimate is 15\% below the solution and the upper one 20\% above it. Near threshold both become good. To see how fast, write $y=\ln x$, so that $d=w\sqrt y$, and expand for small $y$:
\begin{align}
\frac{d_-}{d}&=\sqrt{\frac{1-e^{-y}}{y}}\approx\sqrt{1-\frac y2}\approx1-\frac y4,\\
\frac{d_+}{d}&=\sqrt{\frac{e^{y}-1}{y}}\approx\sqrt{1+\frac y2}\approx1+\frac y4 .
\end{align}
At $x=1.1$, $y=0.095$, and the predicted errors are about 2.4\% on either side, as the table shows.

The leading errors are equal and opposite, so the geometric mean of the two estimates should be much better. Indeed,
\begin{equation}
\frac{\sqrt{d_-d_+}}{d}
=\left[\frac{(1-e^{-y})(e^{y}-1)}{y^2}\right]^{1/4}
=\left[\frac{2\sinh(y/2)}{y}\right]^{1/2}
\approx1+\frac{y^2}{48}.
\end{equation}
The second form follows from $(1-e^{-y})(e^y-1)=e^y+e^{-y}-2=4\sinh^2(y/2)$, and the last from $\sinh v\approx v+v^3/6$. For $x=2$ the mean is $\sqrt{191\times270}\approx227$~nm, 1\% above the solution.

Far above threshold the estimates fail in different ways. The parabola reaches zero dose at $r=w/2$, so $d_-$ can never exceed $w$. The Gaussian has a tail, and the true diameter keeps growing, though slowly. Going from $x=2$ to $x=4$ doubles the logarithm and enlarges the voxel by $\sqrt2$, from 225 to 318~nm. The estimate $d_+$ grows as $\sqrt x$, much too fast, because $1+u$ falls far short of $e^u$ at large $u$.

\section{Response to the laser power}

Let the power $P$ change while the exposure time, the pulse shape and the focus stay fixed. Then $I_0\propto P$ and $D_0\propto P^2$, so $d\ln x=2\,d\ln P$. From equation~(\ref{eq:result}), $\ln d=\ln w+\tfrac12\ln(\ln x)$, and the chain rule gives
\begin{equation}
\frac{d\ln d}{d\ln P}
=\frac{1}{2\ln x}\times2
=\frac1{\ln x}
=\frac{w^2}{d^2}.
\label{eq:sens}
\end{equation}
The last form uses $\ln x=d^2/w^2$. At a given $w$, a voxel made smaller by working closer to threshold is more sensitive to power, in inverse proportion to the square of its diameter.

At $x=2$ the factor is 1.44. A power increase of 1\% enlarges the voxel by about $0.0144\times225\approx3$~nm, to 228~nm. At $x=1.1$ the voxel is only 83~nm wide, but the factor is 10.5. The voxel disappears altogether when the power falls by the factor $1/\sqrt x$: a loss of 29\% at $x=2$, but of less than 5\% at $x=1.1$. The formula itself sets no smallest voxel; in this model the limit comes from the stability of the power and of the threshold.

If instead the exposure time is varied at fixed power, $D_0$ is proportional to the time and the sensitivity is half as large. This holds as long as the threshold dose does not itself depend on the exposure time, a condition that oxygen inhibition can break in an acrylate resist.

\section{Comparison with one-photon exposure}

For one-photon absorption the dose follows the intensity, $D\propto e^{-2r^2/w^2}$. The same steps give $2R^2/w^2=\ln x$ and
\begin{equation}
d_1=2R=w\sqrt{2\ln x}.
\end{equation}
At the same $w$ and the same dose ratio, the two-photon voxel is narrower by the factor $\sqrt2$: 225 instead of 318~nm at $x=2$.

For a given lens aperture and refractive index, however, the same $w$ means the same wavelength. Two photons of 780~nm together carry 3.18~eV, and one photon of 390~nm carries the same energy. It can expose a resist whose molecules have an allowed one-photon transition there; the selection rules for one and two photons can differ. With the lens aperture and the refractive index held fixed, the focal pattern scales with the wavelength, so $w$ becomes $w/2$. The one-photon diameter is then
\begin{equation}
d_1'=\frac w2\sqrt{2\ln x}=\frac{d}{\sqrt2}\approx159~\mathrm{nm}
\end{equation}
at $x=2$, which is smaller than the two-photon voxel. Two-photon absorption sharpens the spot at a given wavelength, but it does not win back the factor of two lost by using the longer one.

Nor is a single two-photon voxel shorter along the beam: in the vector focus described below, with circular polarization and $x=2$, it is about 550~nm long, against about 380~nm for one photon at 390~nm. The advantage lies in the dose deposited out of focus, which adds up when many points are written. Without absorption losses, every plane across the beam carries the same power $P$, and the total one-photon excitation per plane is the same everywhere. For two photons, use $I_0=2P/(\pi w^2)$, which follows from integrating the intensity over the plane. The total excitation rate is then proportional to
\begin{equation}
\int_0^\infty I^2\,2\pi r\,dr
=I_0^2\,\frac{\pi w^2}{4}
=\frac{4P^2}{\pi^2w^4}\,\frac{\pi w^2}{4}
=\frac{P^2}{\pi w^2}.
\end{equation}
Where the beam is wide, away from the focus, this is small. Two-photon absorption therefore concentrates the excitation near the focal plane. When a whole layer is scanned, one-photon exposure leaves the same summed dose in the planes above and below it, while two-photon exposure leaves far less.

\section{The model beside a real exposure}

The value $w=270$~nm was chosen to represent direct laser writing in an acrylate resist at 780~nm, with a numerical aperture of 1.4 and an index of 1.52. These are rough typical values. At such an aperture the Gaussian is a stand-in for a vector field. A calculation for an ideal, uniformly filled lens, with the dose taken as $|\mathbf E|^4$, gives 224~nm at $x=2$ for circular polarization. The close agreement reflects the choice of $w$ and does not show that the whole profile is Gaussian. In the vector focus with circular polarization the intensity falls to $1/e^2$ at about 257~nm, so $w=270$~nm is best read as a fitted width that reproduces the voxel diameter. For linear polarization the voxel is elongated: 271~nm along the polarization and 193~nm across it, which is 20\% above and 14\% below the round-focus result. Among the effects sized here, this is the largest departure. For one-photon exposure at 390~nm with circular polarization, the same vector calculation gives 157~nm, close to the 159~nm found above.

A sharp threshold is also an idealization. By equation~(\ref{eq:result}), raising $D_{\mathrm{th}}$ by 10\% at fixed $D_0=2D_{\mathrm{th}}$ (with the old threshold) reduces the diameter by about 7\%, or 16~nm. An assumed linear shrinkage of 5\% during development would bring 225~nm down to 214~nm.

Diffusion of the reactive species has a less obvious effect. Suppose it blurs the dose in the plane by a Gaussian of standard deviation $s$ per axis before the threshold acts. The original dose has the variance $w^2/8$ per axis, because $e^{-4r^2/w^2}=e^{-r^2/(2w^2/8)}$. Variances add under a Gaussian blur, so the new radius obeys $w_b^2=w^2+8s^2$. The total dose in the plane is conserved, so the peak falls by the factor $w^2/w_b^2$. Hence
\begin{equation}
d_b^2=w_b^2\ln\!\left(x\,\frac{w^2}{w_b^2}\right)
\approx w^2\ln x+8s^2(\ln x-1),
\end{equation}
where the last form is the leading order in $s^2/w^2$, found from $\ln(w_b^2/w^2)\approx8s^2/w^2$. A slight blur widens the voxel if $x>e$ and narrows it if $x<e$, where the loss of peak dose outweighs the broadening. For $x=2$ and an assumed $s=20$~nm, $w_b=276$~nm, the peak factor is 0.958, and the diameter falls from 225 to 222~nm.

The pure square law can fail as well. If one-photon absorption supplies 5\% of the peak dose, with the total peak dose held fixed, the diameter becomes 228~nm; the same share of three-photon absorption gives 222~nm. As a rough guide to the strength of the light, 10~mW of average power in 100~fs pulses at 80~MHz means 0.125~nJ per pulse and a peak intensity of about $1.0\times10^{12}$~W/cm$^2$. This uses the Gaussian with the fitted $w$; the vector focus gives about $1.2\times10^{12}$~W/cm$^2$. Either is roughly a tenth of a rough breakdown value of $10^{13}$~W/cm$^2$. For a rough molecular ionization energy $E_i=8$~eV and the corresponding peak field $F=22.5$~MV/cm, the Keldysh parameter $\gamma=\omega\sqrt{2E_i}/F$, in atomic units, is about 10. This field is the amplitude for linear polarization in the Gaussian focus; for circular polarization it is smaller by $\sqrt2$ and $\gamma$ is 13 to 14. Direct ionization by the light field is then closer to the multiphoton limit than to tunnelling. The parameter says nothing about impact ionization by electrons already set free. This does not exclude damage by heat accumulated over many pulses. At this intensity a two-photon cross-section of 10 to 100~GM ($1~\mathrm{GM}=10^{-50}$~cm$^4$\,s) gives roughly 0.06 to 0.6 excitations per molecule in each pulse, so a strong absorber begins to saturate. The edge condition survives as long as the response rises steadily with $I^2$, but the blur formula and the sensitivity to exposure time assume a dose linear in $I^2$ and in time. Neither heating nor the dose left by neighbouring exposures is included in the diameters given here. The values used are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
1/e^2 intensity radius w: 270 nm
wavelength: 780 nm
numerical aperture: 1.4 (no unit)
refractive index: 1.52 (no unit)
photon energy: 1.590 eV
two-photon energy: 3.179 eV
dose ratio D0/Dth: 2.0 (no unit)
ln(D0/Dth): 0.6931 (no unit)
d/w: 0.8326 (no unit)
edge radius: 112.4 nm
voxel diameter, formula: 224.8 nm
voxel diameter, formula: 2248 angstrom
diameter by edge search, D0/Dth=1.1: 83.4 nm
diameter by edge search, D0/Dth=1.5: 171.9 nm
diameter by edge search, D0/Dth=2.0: 224.8 nm
diameter by edge search, D0/Dth=4.0: 317.9 nm
diameter from pixel area: 224.8 nm
exposed pixels at D0/Dth=0.8: 0 (count)
power sensitivity at D0/Dth=1.1: 10.49 (no unit)
power sensitivity at D0/Dth=2.0: 1.44 (no unit)
diameter with power up 1%: 228.0 nm
one-photon diameter, same w: 317.9 nm
vector focus, circular polarization: 224.4 nm
vector focus, along linear polarization: 270.8 nm
vector focus, across linear polarization: 193.2 nm
half wavelength: 390 nm
vector focus, one-photon, half wavelength: 157.0 nm
diffusion blur per axis: 20 nm
blurred dose radius w_b: 275.9 nm
peak dose factor after blur: 0.9580 (no unit)
diameter after blur: 222.4 nm
share of other absorption order: 5 %
diameter with one-photon share: 228.2 nm
diameter with three-photon share: 222.4 nm
assumed linear shrinkage: 5 %
diameter after shrinkage: 213.6 nm
average power: 10 mW
repetition rate: 80 MHz
pulse duration (FWHM): 100 fs
pulse energy: 0.125 nJ
peak power: 1174 W
peak intensity: 1.03e+12 W/cm2
rough breakdown intensity: 1e+13 W/cm2
peak field in resist: 22.5 MV/cm
rough ionization energy: 8 eV
Keldysh parameter: 10.2 (no unit)
\end{verbatim}
